# Wave-Function Matching, the Transmission Trace Formula and Evanescent Modes: a numerical check

```python
"""
Result under test: for a finite region between two periodic leads,
    sum over open channels |t_nm|^2 = Tr[Gamma_R G Gamma_L G^dagger],
where evanescent lead modes act only through the self-energies Sigma.
H0: Hamiltonian of a lead cell; B: hopping block H(i,i+1); E: energy.
Modes: psi_i = lambda^i u.  v: velocity dE/dk (cell length 1, hbar = 1).
Gamma = i(Sigma - Sigma^dagger); G: retarded Green's function of the region,
which includes one lead cell at each end.
The matching side solves for mode amplitudes without G or Sigma; the trace
side takes Sigma from recursive decimation, without any modes.
Energies of the worked example are in Ry.
"""
import numpy as np
from scipy.constants import e as charge, h as planck

inv = np.linalg.inv


def dag(a):
    return a.conj().T


def lead_modes(E, H0, B):
    """Right-going and left-going sets (U, lambda, v); open modes come first."""
    n = len(H0)
    Bi = inv(B)
    companion = np.block([[np.zeros((n, n)), np.eye(n)],
                          [-Bi @ dag(B), Bi @ (E * np.eye(n) - H0)]])
    lam, vec = np.linalg.eig(companion.astype(complex))
    U = vec[:n] / np.linalg.norm(vec[:n], axis=0)
    is_open = abs(abs(lam) - 1) < 1e-7
    v = np.array([2 * np.imag(U[:, j].conj() @ dag(B) @ U[:, j] / lam[j])
                  if is_open[j] else 0.0 for j in range(2 * n)])
    right = np.where(is_open, v > 0, abs(lam) < 1)
    sets = []
    for chosen in (right, ~right):
        idx = np.concatenate([np.where(chosen & is_open)[0],
                              np.where(chosen & ~is_open)[0]])
        sets.append((U[:, idx], lam[idx], v[idx]))
    return sets


def decimated_sigma(E, H0, hop, eta=1e-7):
    """Retarded self-energy; hop leads from the region into the lead.
    The linear error in the small imaginary energy eta is extrapolated away."""
    def at(width):
        z = (E + 1j * width) * np.eye(len(H0))
        surf, bulk = H0.astype(complex), H0.astype(complex)
        a, b = hop.astype(complex), dag(hop).astype(complex)
        for _ in range(80):
            g = inv(z - bulk)
            agb, bga = a @ g @ b, b @ g @ a
            surf, bulk = surf + agb, bulk + agb + bga
            a, b = a @ g @ a, b @ g @ b
            if np.linalg.norm(a) + np.linalg.norm(b) < 1e-16:
                break
        return hop @ inv(z - surf) @ dag(hop)
    return 2 * at(eta) - at(2 * eta)


def matching(E, left, device, right):
    """Direct solution for reflected and transmitted mode amplitudes."""
    (HL, BL), (Hd, VL, VR), (HR, BR) = left, device, right
    (Ui, li, vi), (Ur, lr, vr) = lead_modes(E, HL, BL)
    Ut, lt, vt = lead_modes(E, HR, BR)[0]
    nl, nd, nr = len(HL), len(Hd), len(HR)
    AL, AR = E * np.eye(nl) - HL, E * np.eye(nr) - HR
    M = np.block([
        [AL @ Ur - dag(BL) @ (Ur / lr), -VL, np.zeros((nl, nr))],
        [-dag(VL) @ Ur, E * np.eye(nd) - Hd, -VR @ Ut],
        [np.zeros((nr, nl)), -dag(VR), AR @ Ut - BR @ (Ut * lt)]])
    p, q = np.sum(vi > 0), np.sum(vt > 0)
    Up = Ui[:, :p]
    source = np.vstack([-(AL @ Up - dag(BL) @ (Up / li[:p])),
                        dag(VL) @ Up, np.zeros((nr, p))])
    x = np.linalg.solve(M, source)
    r = np.sqrt(abs(vr[:p, None]) / vi[None, :p]) * x[:p]
    t = np.sqrt(vt[:q, None] / vi[None, :p]) * x[nl + nd:nl + nd + q]
    return t, r


def green_block(E, left, device, right, SL, SR):
    (HL, _), (Hd, VL, VR), (HR, _) = left, device, right
    nl, nr = len(HL), len(HR)
    K = np.block([[HL + SL, VL, np.zeros((nl, nr))],
                  [dag(VL), Hd, VR],
                  [np.zeros((nr, nl)), dag(VR), HR + SR]])
    return inv(E * np.eye(len(K)) - K)[-nr:, :nl]


def broadening(S):
    return 1j * (S - dag(S))


def trace_T(g, GL, GR):
    return np.trace(GR @ g @ GL @ dag(g)).real


def rel_error(a, b):
    return np.linalg.norm(a - b) / (1 + np.linalg.norm(b))


# General test: random complex leads of unequal size, no time reversal.
rng = np.random.default_rng(7)


def cnormal(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


def hermitian(n):
    a = cnormal(n, n)
    return 0.3 * (a + dag(a))


cases, worst_T, worst_identity, max_open = 0, 0.0, 0.0, 0
for _ in range(12):
    left = (hermitian(4), 0.5 * cnormal(4, 4))
    right = (hermitian(3), 0.5 * cnormal(3, 3))
    device = (hermitian(5), 0.5 * cnormal(4, 5), 0.5 * cnormal(5, 3))
    E = 0.2
    (Ui, li, vi), (Ur, lr, vr) = lead_modes(E, *left)
    Ut, lt, vt = lead_modes(E, *right)[0]
    assert Ui.shape == Ur.shape == (4, 4) and Ut.shape == (3, 3)
    p, q = np.sum(vi > 0), np.sum(vt > 0)
    assert p == np.sum(vr < 0)
    if p == 0 or q == 0:
        continue
    cases += 1
    max_open = max(max_open, p, q)
    SL = decimated_sigma(E, left[0], dag(left[1]))
    SR = decimated_sigma(E, right[0], right[1])
    GL, GR = broadening(SL), broadening(SR)
    Up = Ui[:, :p]
    dual = dag(inv(Ut))
    q_source = dag(left[1]) @ (Up / li[:p]) - SL @ Up
    checks = [
        rel_error(right[1] @ (Ut * lt) @ inv(Ut), SR),
        rel_error(dag(left[1]) @ (Ur / lr) @ inv(Ur), SL),
        rel_error(dag(Ut) @ GR @ Ut, np.diag(vt)),
        rel_error((dual * vt) @ dag(dual), GR),
        rel_error(q_source, 1j * GL @ Up),
        rel_error(dag(Up) @ GL @ Up, np.diag(vi[:p])),
        rel_error(GL @ (Up / vi[:p]) @ dag(Up) @ GL, GL)]
    worst_identity = max(worst_identity, max(checks))
    t, r = matching(E, left, device, right)
    T_match = np.sum(abs(t) ** 2)
    assert abs(T_match + np.sum(abs(r) ** 2) - p) < 1e-8
    g = green_block(E, left, device, right, SL, SR)
    worst_T = max(worst_T, abs(trace_T(g, GL, GR) - T_match))
assert cases >= 5
# The tolerance covers decimation at a small but finite imaginary energy.
assert worst_identity < 1e-5 and worst_T < 1e-5

# A bound state of the terminated lead makes the outgoing mode matrix singular.
Hs = np.array([[0.0, 0.3], [0.3, 0.0]])
Bs = np.array([[0.0, 1.0], [0.2, 0.0]])
shift = np.kron(np.eye(60, k=1), Bs)
surface_level = np.min(abs(np.linalg.eigvalsh(
    np.kron(np.eye(60), Hs) + shift + shift.T)))
s_bound = np.linalg.svd(lead_modes(0.0, Hs, Bs)[0][0], compute_uv=False)[-1]
s_free = np.linalg.svd(lead_modes(0.05, Hs, Bs)[0][0], compute_uv=False)[-1]
assert surface_level < 1e-10 and s_bound < 1e-10 and s_free > 1e-3

# Worked example: two orbitals per cell, identical leads, one altered cell.
H0 = np.array([[0.0, 0.05], [0.05, 0.30]])
B = np.array([[-0.10, 0.04], [-0.02, -0.08]])
lowering = 0.10
lead = (H0, B)
E0 = 0.08


def altered_region(extra):
    """Altered cell followed by a number of extra perfect lead cells."""
    n = 1 + extra
    hop = np.kron(np.eye(n, k=1), B)
    Hd = np.kron(np.eye(n), H0) + hop + hop.T
    Hd[1, 1] -= lowering
    VL, VR = np.zeros((2, 2 * n)), np.zeros((2 * n, 2))
    VL[:, :2] = B
    VR[-2:, :] = B
    return Hd, VL, VR


def compare(E, extra=0):
    """T by matching, by trace, and by trace without the evanescent part of
    Sigma_R in G; also the change of the transmitted mode amplitude."""
    dev = altered_region(extra)
    (Up, lp, vp), _ = lead_modes(E, H0, B)
    assert np.sum(vp > 0) == 1
    SL, SR = decimated_sigma(E, H0, B.T), decimated_sigma(E, H0, B)
    GL, GR = broadening(SL), broadening(SR)
    dual_rows = inv(Up)
    S_open = B @ (lp[0] * np.outer(Up[:, 0], dual_rows[0]))
    g = green_block(E, lead, dev, lead, SL, SR)
    g_cut = green_block(E, lead, dev, lead, SL, S_open)
    t, r = matching(E, lead, dev, lead)
    change = abs(dual_rows[0] @ (g_cut - g) @ (1j * GL @ Up[:, 0]))
    return (np.sum(abs(t) ** 2), trace_T(g, GL, GR),
            trace_T(g_cut, GL, GR), change, t[0, 0], r[0, 0])


(U, lam, v), _ = lead_modes(E0, H0, B)
k = np.angle(lam[0])


def lower_band(kk):
    hop = B * np.exp(1j * kk)
    return np.linalg.eigvalsh(H0 + hop + dag(hop))[0]


v_numeric = (lower_band(k + 1e-4) - lower_band(k - 1e-4)) / 2e-4
assert abs(lower_band(k) - E0) < 1e-10 and abs(v_numeric - v[0]) < 1e-7
SR = decimated_sigma(E0, H0, B)
GR = broadening(SR)
overlap = abs(np.vdot(U[:, 0], U[:, 1]))
assert abs(np.trace(GR).real - v[0] / (1 - overlap ** 2)) < 1e-7
gamma_eigs = np.linalg.eigvalsh(GR)
assert abs(gamma_eigs[0]) < 1e-7 < gamma_eigs[1]
Tm, Tt, Tc, _, t0, r0 = compare(E0)
assert abs(Tm - Tt) < 1e-6 and abs(Tm + abs(r0) ** 2 - 1) < 1e-9

energies = [-0.10, 0.00, 0.04, 0.08, 0.10, 0.12, 0.14]
table = [compare(E)[:3] for E in energies]
assert max(abs(a - b) for a, b, c in table) < 1e-6
assert max(abs(a - c) for a, b, c in table) > 1e-3

# Only the evanescent tail meets the faulty boundary, so its effect decays.
lengths = np.arange(20)
buffered = [compare(E0, L) for L in lengths]
assert max(abs(row[0] - Tm) for row in buffered) < 1e-9
slope = np.polyfit(lengths, np.log([row[3] for row in buffered]), 1)[0]
expected_slope = np.log(abs(lam[1]))
# The tolerance allows for standing-wave oscillation about the mean decay.
assert abs(slope / expected_slope - 1) < 0.10

print(f"random cases tested: {cases}; most open channels: {max_open}")
print(f"largest |T_match - T_trace|, random cases: {worst_T:.1e}")
print(f"largest relative error of identities: {worst_identity:.1e}")
print(f"surface-state lead, smallest |level|: {surface_level:.1e}")
print(f"smallest singular value of U, E=0: {s_bound:.1e}")
print(f"smallest singular value of U, E=0.05: {s_free:.4f}")
print("H0 (Ry):", H0.tolist())
print("B (Ry):", B.tolist())
print(f"lowering of orbital 2 in altered cell: {lowering:.2f} Ry")
print(f"worked energy E: {E0:.2f} Ry")
print(f"propagating mode k: {k:.5f} rad per cell")
print(f"velocity v = dE/dk: {v[0]:.6f} Ry")
print(f"velocity from band difference: {v_numeric:.6f} Ry")
print(f"evanescent lambda: {lam[1].real:.5f} {lam[1].imag:+.5f}i")
for name, j in (("propagating", 0), ("evanescent", 1)):
    ratio = U[1, j] / U[0, j]
    print(f"{name} u2/u1: {ratio.real:.5f} {ratio.imag:+.5f}i")
print(f"overlap |<u_p|u_e>|: {overlap:.5f}")
for i, j in ((0, 0), (0, 1), (1, 0), (1, 1)):
    s = SR[i, j]
    print(f"Sigma_R[{i+1},{j+1}]: {s.real:.6f} {s.imag:+.6f}i Ry")
print(f"Gamma_R eigenvalues: {abs(gamma_eigs[0]):.1e}, "
      f"{gamma_eigs[1]:.6f} Ry")
print(f"|t|: {abs(t0):.6f}   |r|: {abs(r0):.6f}")
print(f"T by matching: {Tm:.8f}")
print(f"T by trace:    {Tt:.8f}")
print(f"reflection R:  {abs(r0)**2:.8f}")
print(f"conductance (2e^2/h)T: {2*charge**2/planck*Tm*1e6:.4f} microsiemens")
print("E (Ry) | T matching | T trace | T without evanescent Sigma_R")
for E, (a, b, c) in zip(energies, table):
    print(f"{E:6.2f} | {a:.6f} | {b:.6f} | {c:.6f}")
print("extra cells | T without evanescent Sigma_R | amplitude change")
for L in (0, 1, 2, 4, 8, 16):
    print(f"{L:2d} | {buffered[L][2]:.8f} | {buffered[L][3]:.2e}")
print(f"fitted decay factor per cell: {np.exp(slope):.4f}")
print(f"|lambda_e|: {abs(lam[1]):.4f}")
print("all tests passed")
```

Output:

```
random cases tested: 11; most open channels: 2
largest |T_match - T_trace|, random cases: 4.2e-11
largest relative error of identities: 5.0e-11
surface-state lead, smallest |level|: 8.9e-16
smallest singular value of U, E=0: 0.0e+00
smallest singular value of U, E=0.05: 0.0331
H0 (Ry): [[0.0, 0.05], [0.05, 0.3]]
B (Ry): [[-0.1, 0.04], [-0.02, -0.08]]
lowering of orbital 2 in altered cell: 0.10 Ry
worked energy E: 0.08 Ry
propagating mode k: 2.06556 rad per cell
velocity v = dE/dk: 0.188585 Ry
velocity from band difference: 0.188585 Ry
evanescent lambda: 0.41265 +0.00000i
propagating u2/u1: -0.13685 +0.17841i
evanescent u2/u1: 20.15632 -0.00000i
overlap |<u_p|u_e>|: 0.19352
Sigma_R[1,1]: 0.046330 -0.097721i Ry
Sigma_R[1,2]: 0.012160 +0.004848i Ry
Sigma_R[2,1]: 0.012160 +0.004848i Ry
Sigma_R[2,2]: -0.034025 -0.000241i Ry
Gamma_R eigenvalues: 3.9e-15, 0.195922 Ry
|t|: 0.998446   |r|: 0.055732
T by matching: 0.99689391
T by trace:    0.99689391
reflection R:  0.00310609
conductance (2e^2/h)T: 77.2403 microsiemens
E (Ry) | T matching | T trace | T without evanescent Sigma_R
 -0.10 | 0.998404 | 0.998404 | 0.995898
  0.00 | 0.998250 | 0.998250 | 0.994048
  0.04 | 0.997925 | 0.997925 | 0.992183
  0.08 | 0.996894 | 0.996894 | 0.987747
  0.10 | 0.994913 | 0.994913 | 0.981598
  0.12 | 0.976390 | 0.976390 | 0.955238
  0.14 | 0.995738 | 0.995738 | 0.909785
extra cells | T without evanescent Sigma_R | amplitude change
 0 | 0.98774702 | 8.27e-03
 1 | 1.00482767 | 4.02e-03
 2 | 0.99540754 | 1.60e-03
 4 | 0.99744998 | 2.78e-04
 8 | 0.99688915 | 7.78e-06
16 | 0.99689392 | 6.55e-09
fitted decay factor per cell: 0.4134
|lambda_e|: 0.4127
all tests passed
```
